# Discretizing the BenDaniel-Duke Hamiltonian across an oxide-insulator mass step: a program that tests the result

```python
"""
Result under test: the BenDaniel-Duke operator H = -(hbar^2/2) d/dx (1/m) d/dx + V,
discretized with one inverse mass per grid link, is symmetric and converges to
states with psi and psi'/m continuous. The naive form -(hbar^2/2m_i) D2 + V_i is
not symmetric and converges to states with psi' continuous.
Symbols: h grid step, m_w and m_b channel and insulator mass (electron masses),
V0 band offset, L channel width, D insulator width kept on each side in the box.
Lengths are in angstrom and energies in eV. C = hbar^2/(2 m_e).
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eig, eigh, expm
from scipy.optimize import brentq

C = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e20
# Rough typical values for indium oxide between aluminium oxide layers.
L, M_W, M_B, V0, D = 20.0, 0.20, 0.40, 2.5, 30.0
GAP, EPS_R, SHEET_CM2, TEMP = 2.9, 9.0, 1.0e13, 300.0
GATE_THICKNESS, BREAKDOWN = 50.0, 7.0


def well_fraction(a, b):
    """Fraction of each interval [a, b] that lies inside the channel."""
    inside = np.minimum(b, L / 2) - np.maximum(a, -L / 2)
    return np.clip(inside, 0, None) / (b - a)


def hamiltonian(h, scheme="mean_mass", aligned=False, side=D, extra=None):
    """aligned: interfaces on nodes; otherwise they lie halfway between nodes."""
    edge = L / 2 + side
    count = int(round(2 * edge / h))
    if aligned:
        x = -edge + h * np.arange(1, count)
    else:
        x = -edge + h * (np.arange(count) + 0.5)
    cell = well_fraction(x - h / 2, x + h / 2)
    starts = np.concatenate(([x[0] - h], x))
    link = well_fraction(starts, starts + h)
    if scheme == "naive":
        inv_node = 1 / (M_B + (M_W - M_B) * cell)
        left = right = C * inv_node / h**2
    else:
        if scheme == "mean_mass":
            inv_link = 1 / (M_B + (M_W - M_B) * link)
        else:
            inv_link = 1 / M_B + (1 / M_W - 1 / M_B) * link
        left, right = C * inv_link[:-1] / h**2, C * inv_link[1:] / h**2
    potential = V0 * (1 - cell)
    if extra is not None:
        potential = potential + extra
    matrix = np.diag(left + right + potential)
    matrix -= np.diag(left[1:], -1) + np.diag(right[:-1], 1)
    return x, matrix


def lowest(matrix):
    return eigh(matrix, subset_by_index=[0, 1])


def matched_level(odd=False, flux=True, width=L, m_b=M_B, offset=V0, gap=np.inf):
    """Continuum level; flux=True matches psi'/m, flux=False matches psi'."""
    def mismatch(energy):
        m_w = M_W * (1 + energy / gap)
        k = np.sqrt(m_w * energy / C)
        kappa = np.sqrt(m_b * (offset - energy) / C)
        inner = k / (m_w if flux else 1.0)
        outer = kappa / (m_b if flux else 1.0)
        angle = k * width / 2
        if odd:
            return inner * np.cos(angle) + outer * np.sin(angle)
        return inner * np.sin(angle) - outer * np.cos(angle)
    hard = C * (np.pi / width)**2 / M_W
    return brentq(mismatch, hard if odd else 1e-8,
                  min(4 * hard, offset - 1e-9) if odd else hard, xtol=1e-13)


def show(label, value, unit="", form=".4f"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


# Continuum levels and a variational check using neither grid nor matching.
E_true, E_wrong = matched_level(), matched_level(flux=False)
E_second = matched_level(odd=True)
box = L + 2 * D
p = (2 * np.arange(400) + 1) * np.pi / box
minus = L / 2 * np.sinc((p[:, None] - p) * L / 2 / np.pi)
plus = L / 2 * np.sinc((p[:, None] + p) * L / 2 / np.pi)
identity = np.eye(len(p))
kinetic = C * np.outer(p, p) * (identity / M_B
                                + (1 / M_W - 1 / M_B) * 2 / box * (minus - plus))
E_variational = lowest(kinetic + V0 * (identity - 2 / box * (minus + plus)))[0][0]
# The slope kink makes the cosine series converge only as 1/(basis size).
assert -1e-8 < E_variational - E_true < 1e-3

# Convergence of the link rules and of the naive form.
steps = [0.5, 0.25, 0.125]
levels = {"mid": [], "node": [], "inverse": [], "naive": []}
for h in steps:
    x, H = hamiltonian(h)
    values, vectors = lowest(H)
    levels["mid"].append(values[0])
    levels["node"].append(lowest(hamiltonian(h, aligned=True)[1])[0][0])
    levels["inverse"].append(lowest(hamiltonian(h, "mean_inverse")[1])[0][0])
    H_naive = hamiltonian(h, "naive")[1]
    naive_values, naive_vectors = eig(H_naive)
    assert np.max(np.abs(naive_values.imag)) < 1e-7
    pick = np.argmin(naive_values.real)
    levels["naive"].append(naive_values[pick].real)
    assert np.max(np.abs(H - H.T)) < 1e-10 * np.max(np.abs(H))
    assert np.max(np.abs(H_naive - H_naive.T)) > 1.0
psi, psi_naive = vectors[:, 0], naive_vectors[:, pick].real
E_grid, E_grid_second = values


def error_ratio(name, target):
    errors = np.array(levels[name]) - target
    return errors[1] / errors[2]


ratios = {name: error_ratio(name, E_wrong if name == "naive" else E_true)
          for name in levels}
assert all(3.6 < ratios[name] < 4.4 for name in ("mid", "node", "naive"))
assert 1.5 < ratios["inverse"] < 2.3
assert abs(E_grid - E_true) < 2e-4 and abs(levels["naive"][-1] - E_wrong) < 2e-4
assert abs(E_grid_second - E_second) < 1e-3
assert abs(E_wrong - E_true) > 0.02


def slope_ratio(wave):
    """Outside slope over inside slope, each from three nodes on its own side."""
    j = np.searchsorted(x, L / 2)
    outside = -2 * wave[j] + 3 * wave[j + 1] - wave[j + 2]
    inside = 2 * wave[j - 1] - 3 * wave[j - 2] + wave[j - 3]
    return outside / inside


slope_good, slope_naive = slope_ratio(psi), slope_ratio(psi_naive)
assert abs(slope_good - M_B / M_W) < 0.02 and abs(slope_naive - 1) < 0.02


def scatter(energy, h, naive):
    """Recursion from a purely transmitted wave at one channel-insulator step."""
    x_s = (np.arange(-40, 40) + 0.5) * h
    mass = np.where(x_s < 0, M_W, M_B)
    edge = np.where(x_s < 0, 0.0, V0)
    q = np.arccos(1 - (energy - edge) * mass * h**2 / (2 * C)) / h
    wave = np.exp(1j * q * x_s)
    for i in range(len(x_s) - 2, 0, -1):
        if naive:
            a = b = C / (mass[i] * h**2)
        else:
            a = 2 * C / ((mass[i] + mass[i - 1]) * h**2)
            b = 2 * C / ((mass[i] + mass[i + 1]) * h**2)
        wave[i - 1] = ((a + b + edge[i] - energy) * wave[i] - b * wave[i + 1]) / a
    basis = np.exp(1j * np.outer(x_s[:2], [q[0], -q[0]]))
    incoming, reflected = np.linalg.solve(basis, wave[:2])
    speed = np.sin(q * h) / mass
    current = np.imag(np.conj(wave[:-1]) * wave[1:])
    jump = (current[-1] / M_B) / (current[0] / M_W)
    return (abs(reflected / incoming)**2,
            speed[-1] / speed[0] / abs(incoming)**2, jump)


E_scatter = 3.0
R, T, jump = scatter(E_scatter, steps[-1], False)
R_n, T_n, jump_n = scatter(E_scatter, steps[-1], True)
k1, k2 = np.sqrt(M_W * E_scatter / C), np.sqrt(M_B * (E_scatter - V0) / C)
v1, v2 = k1 / M_W, k2 / M_B
assert abs(R - ((v1 - v2) / (v1 + v2))**2) < 2e-3
assert abs(T - 4 * v1 * v2 / (v1 + v2)**2) < 2e-3
assert abs(R + T - 1) < 1e-9 and abs(jump - 1) < 1e-9
assert abs(R_n - ((k1 - k2) / (k1 + k2))**2) < 2e-3
assert abs(T_n - v2 / v1 * (2 * k1 / (k1 + k2))**2) < 2e-3
assert abs(jump_n - M_W / M_B) < 1e-9

# Moving packet: ordinary norm and mass-weighted norm.
x_p, H_p = hamiltonian(0.5)
H_pn = hamiltonian(0.5, "naive")[1]
packet_k, packet_sigma, time_fs = 0.4, 3.0, 1.0
packet = np.exp(-x_p**2 / (4 * packet_sigma**2) + 1j * packet_k * x_p)
packet /= np.linalg.norm(packet)
phase = -1j * time_fs * 1e-15 * sc.e / sc.hbar
mass_p = np.where(np.abs(x_p) < L / 2, M_W, M_B)
later, later_n = expm(phase * H_p) @ packet, expm(phase * H_pn) @ packet
norm, norm_n = np.sum(abs(later)**2), np.sum(abs(later_n)**2)
weighted = np.sum(mass_p * abs(later_n)**2) / np.sum(mass_p * abs(packet)**2)
assert abs(norm - 1) < 1e-9 and abs(weighted - 1) < 1e-9
assert abs(norm_n - 1) > 0.1

# Box and mesh convergence.
box_shift = lowest(hamiltonian(steps[-1], side=20.0)[1])[0][0] - E_grid
mesh_shift = levels["mid"][2] - levels["mid"][1]
assert abs(box_shift) < 1e-6 and abs(mesh_shift) < 1e-3

# Gate field: one gate on the right, equal permittivity in all layers.
n_m2 = SHEET_CM2 * 1e4
field = sc.e * n_m2 / (sc.epsilon_0 * EPS_R) * 1e-10
x_g, H_flat = hamiltonian(0.25)
flat_values, flat_vectors = lowest(H_flat)
U, density = np.zeros_like(x_g), flat_vectors[:, 0]**2
for cycle in range(80):
    enclosed = np.cumsum(density) - density / 2
    U_new = -field * 0.25 * (np.cumsum(enclosed) - enclosed / 2)
    U_new -= np.interp(0.0, x_g, U_new)
    change = np.max(np.abs(U_new - U))
    U = U + 0.5 * (U_new - U)
    gate_values, gate_vectors = lowest(H_flat + np.diag(U))
    density = gate_vectors[:, 0]**2
assert change < 1e-8
gate_shift = gate_values[0] - flat_values[0]
gate_spacing = gate_values[1] - gate_values[0]

# In-plane motion at the Fermi wave vector, against first-order theory.
kf2 = 2 * np.pi * SHEET_CM2 * 1e-16
in_well = np.abs(x_g) < L / 2
lateral = C * kf2 / np.where(in_well, M_W, M_B)
lateral_shift = (lowest(H_flat + np.diag(lateral))[0][0]
                 - flat_values[0] - C * kf2 / M_W)
leak_probability = np.sum(flat_vectors[~in_well, 0]**2)
first_order = -leak_probability * C * kf2 * (1 / M_W - 1 / M_B)
assert abs(lateral_shift / first_order - 1) < 0.1

# Degeneracy and tunnelling through the gate insulator.
kT = sc.k * TEMP / sc.e
states = M_W * sc.m_e / (np.pi * sc.hbar**2) * sc.e
fermi = kT * np.log(np.expm1(n_m2 / (states * kT)))
barrier = V0 + np.interp(L / 2, x_g, U) - gate_values[0]
assert barrier > field * GATE_THICKNESS
action = 2 * quad(lambda s: np.sqrt(M_B * (barrier - field * s) / C),
                  0, GATE_THICKNESS)[0]
velocity = np.sqrt(2 * E_true * sc.e / (M_W * sc.m_e))
leakage = sc.e * n_m2 * velocity / (2 * L * 1e-10) * np.exp(-action) / 1e4

show("Channel width L", L, "angstrom", ".1f")
show("Channel mass (rough)", M_W, "m_e", ".2f")
show("Insulator mass (rough)", M_B, "m_e", ".2f")
show("Band offset (rough)", V0, "eV", ".2f")
show("Insulator in box, each side", D, "angstrom", ".1f")
show("hbar^2/(2 m_e)", C, "eV angstrom^2", ".5f")
i = np.searchsorted(x_p, L / 2) - 1
print(f"h=0.5 angstrom, link rule, in->out, out->in: "
      f"{H_p[i, i+1]:.3f}, {H_p[i+1, i]:.3f} eV")
print(f"h=0.5 angstrom, naive, in->out, out->in: "
      f"{H_pn[i, i+1]:.3f}, {H_pn[i+1, i]:.3f} eV")
show("E1 from psi'/m matching", E_true, "eV", ".5f")
show("E1 from psi' matching", E_wrong, "eV", ".5f")
show("Naive error in E1", E_wrong - E_true, "eV", ".5f")
show("Naive relative error in E1", 100 * (E_wrong / E_true - 1), "%", ".1f")
show("E1 from 400 cosines", E_variational, "eV", ".5f")
show("E2 from psi'/m matching", E_second, "eV", ".5f")
show("E2 on grid, h=0.125 angstrom", E_grid_second, "eV", ".5f")
for name, title in (("mid", "mean mass, step mid-link"),
                    ("node", "pure masses, step on node"),
                    ("inverse", "mean inverse mass, mid-link"),
                    ("naive", "naive, mid-link")):
    numbers = ", ".join(f"{v:.6f}" for v in levels[name])
    print(f"E1 {title}, h=0.5,0.25,0.125 angstrom: {numbers} eV")
    show("  error ratio on last halving (own limit)", ratios[name], "", ".2f")
show("Mesh shift 0.25 to 0.125 angstrom", mesh_shift, "eV", ".2e")
show("Box shift, insulator 30 to 20 angstrom", box_shift, "eV", ".2e")
print(f"Slope out/in, link rule and naive: {slope_good:.4f}, {slope_naive:.4f}")
print(f"Flux out/in, link rule and naive: {slope_good*M_W/M_B:.4f}, "
      f"{slope_naive*M_W/M_B:.4f}")
show("Scattering energy", E_scatter, "eV", ".2f")
print(f"Link rule R, T, R+T: {R:.4f}, {T:.4f}, {R+T:.4f}")
print(f"Naive R, T, R+T: {R_n:.4f}, {T_n:.4f}, {R_n+T_n:.4f}")
print(f"Current out/in, link rule and naive: {jump:.4f}, {jump_n:.4f}")
print(f"Packet k, sigma, time: {packet_k:.2f} 1/angstrom, "
      f"{packet_sigma:.1f} angstrom, {time_fs:.1f} fs")
print(f"Packet norm, link rule and naive: {norm:.4f}, {norm_n:.4f}")
show("Naive mass-weighted norm, final/initial", weighted)
show("Probability in insulator", leak_probability)
show("Sheet density", SHEET_CM2, "1/cm^2", ".1e")
show("Relative permittivity (rough)", EPS_R, "", ".1f")
show("Gate field", field * 100, "MV/cm", ".2f")
show("Gate field / rough breakdown field of 7 MV/cm", field * 100 / BREAKDOWN)
show("Gate-field shift of E1 from mid-channel edge", gate_shift, "eV")
show("E2-E1 with gate field", gate_spacing, "eV")
show("Channel gap for two-band mass (rough)", GAP, "eV", ".1f")
show("Nonparabolic shift of E1", matched_level(gap=GAP) - E_true, "eV")
show("Nonparabolic shift of E2", matched_level(odd=True, gap=GAP) - E_second, "eV")
show("Shift of E1, channel 2 angstrom thinner",
     matched_level(width=L - 2) - E_true, "eV")
show("Shift of E1, insulator mass 0.30 m_e", matched_level(m_b=0.30) - E_true, "eV")
show("Shift of E1, offset 2.0 eV", matched_level(offset=2.0) - E_true, "eV")
show("In-plane coupling shift at Fermi wave vector", lateral_shift, "eV", ".5f")
show("Thermal energy at 300 K", kT, "eV")
show("Fermi level above E1 at 300 K", fermi, "eV")
show("WKB exponent, 50 angstrom gate insulator", action, "", ".1f")
show("Order-of-magnitude gate leakage", leakage, "A/cm^2", ".0e")
print("all tests passed")
```

Output:

```
Channel width L: 20.0 angstrom
Channel mass (rough): 0.20 m_e
Insulator mass (rough): 0.40 m_e
Band offset (rough): 2.50 eV
Insulator in box, each side: 30.0 angstrom
hbar^2/(2 m_e): 3.80998 eV angstrom^2
h=0.5 angstrom, link rule, in->out, out->in: -50.800, -50.800 eV
h=0.5 angstrom, naive, in->out, out->in: -76.200, -38.100 eV
E1 from psi'/m matching: 0.24517 eV
E1 from psi' matching: 0.32411 eV
Naive error in E1: 0.07895 eV
Naive relative error in E1: 32.2 %
E1 from 400 cosines: 0.24537 eV
E2 from psi'/m matching: 0.99575 eV
E2 on grid, h=0.125 angstrom: 0.99557 eV
E1 mean mass, step mid-link, h=0.5,0.25,0.125 angstrom: 0.244187, 0.244921, 0.245106 eV
  error ratio on last halving (own limit): 3.99
E1 pure masses, step on node, h=0.5,0.25,0.125 angstrom: 0.246052, 0.245390, 0.245223 eV
  error ratio on last halving (own limit): 3.99
E1 mean inverse mass, mid-link, h=0.5,0.25,0.125 angstrom: 0.246634, 0.246146, 0.245718 eV
  error ratio on last halving (own limit): 1.78
E1 naive, mid-link, h=0.5,0.25,0.125 angstrom: 0.323234, 0.323894, 0.324059 eV
  error ratio on last halving (own limit): 4.00
Mesh shift 0.25 to 0.125 angstrom: 1.85e-04 eV
Box shift, insulator 30 to 20 angstrom: 8.03e-10 eV
Slope out/in, link rule and naive: 1.9926, 0.9964
Flux out/in, link rule and naive: 0.9963, 0.4982
Scattering energy: 3.00 eV
Link rule R, T, R+T: 0.3048, 0.6952, 1.0000
Naive R, T, R+T: 0.0718, 0.4641, 0.5359
Current out/in, link rule and naive: 1.0000, 0.5000
Packet k, sigma, time: 0.40 1/angstrom, 3.0 angstrom, 1.0 fs
Packet norm, link rule and naive: 1.0000, 0.6278
Naive mass-weighted norm, final/initial: 1.0000
Probability in insulator: 0.0266
Sheet density: 1.0e+13 1/cm^2
Relative permittivity (rough): 9.0
Gate field: 2.01 MV/cm
Gate field / rough breakdown field of 7 MV/cm: 0.2872
Gate-field shift of E1 from mid-channel edge: -0.0187 eV
E2-E1 with gate field: 0.7363 eV
Channel gap for two-band mass (rough): 2.9 eV
Nonparabolic shift of E1: -0.0093 eV
Nonparabolic shift of E2: -0.1406 eV
Shift of E1, channel 2 angstrom thinner: 0.0400 eV
Shift of E1, insulator mass 0.30 m_e: 0.0172 eV
Shift of E1, offset 2.0 eV: -0.0150 eV
In-plane coupling shift at Fermi wave vector: -0.00161 eV
Thermal energy at 300 K: 0.0259 eV
Fermi level above E1 at 300 K: 0.1194 eV
WKB exponent, 50 angstrom gate insulator: 41.0
Order-of-magnitude gate leakage: 4e-10 A/cm^2
all tests passed
```
